# Retarded, advanced and broadening matrices: splitting the spectral function by contact

## 1. What goes wrong without a contact decomposition

At equilibrium, the electron density of an open channel follows from its local density of states and one Fermi function. Under bias there are two Fermi functions, and the total density of states does not say which one fills which part.

The error can be large. In the transistor treated below, at 0.12 eV and at the barrier top, the local density of states is 2.403 per eV nm for each spin and valley. Of this, 1.194 belongs to waves from the source and 1.209 to waves from the drain. Filling everything from the source would double the density at this energy, because the drain-fed states are almost empty there.

We need a division of the spectral function that follows from the Hamiltonian. It comes from the difference between the retarded and advanced Green matrices.

## 2. Eliminating the contacts

Let the channel have a Hermitian Hamiltonian $H$ in an orthonormal basis. Lead $j$ has Hamiltonian $H_j$ and is joined to the channel by $\tau_j$. The leads have no direct coupling to one another. Electrons are independent, and $U$ denotes electron potential energy. States vary as $e^{-iEt/\hbar}$, so the retarded matrix is taken at $z=E+i\eta$, with $\eta>0$.

The Green matrix of the whole system satisfies $(z-H_{\rm full})G_{\rm full}=1$. Let $G$ be its channel block and $G_{jc}$ its lead-channel block. The corresponding rows read

$$
(z-H)G-\sum_j\tau_jG_{jc}=1,\qquad (z-H_j)G_{jc}-\tau_j^\dagger G=0 .
$$

With $g_j=(z-H_j)^{-1}$, the second gives $G_{jc}=g_j\tau_j^\dagger G$. Inserting this into the first,

$$
G=(z-H-\Sigma)^{-1},\qquad \Sigma=\sum_j\Sigma_j,\qquad \Sigma_j=\tau_jg_j\tau_j^\dagger .
$$

The contact-broadening matrix is defined by

$$
\Gamma_j=i(\Sigma_j-\Sigma_j^\dagger)=\tau_ja_j\tau_j^\dagger,\qquad a_j=i(g_j-g_j^\dagger).
$$

If $\chi_k$ are the normalized eigenstates of the isolated lead, with energies $E_k$, then

$$
a_j=\sum_k\frac{2\eta}{(E-E_k)^2+\eta^2}\chi_k\chi_k^\dagger
\;\longrightarrow\;2\pi\sum_k\delta(E-E_k)\chi_k\chi_k^\dagger .
$$

The leads are made infinite before $\eta\to0$, so that their levels form a continuum. Every term is nonnegative, hence $\Gamma_j$ is positive semidefinite.

## 3. The identity

Write the inverses of the retarded and advanced matrices:

$$
G^{-1}=E+i\eta-H-\Sigma,\qquad (G^\dagger)^{-1}=E-i\eta-H-\Sigma^\dagger .
$$

On subtraction $E$ and $H$ cancel, the latter because it is Hermitian:

$$
(G^\dagger)^{-1}-G^{-1}=-2i\eta+\Sigma-\Sigma^\dagger=-i(\Gamma+2\eta),\qquad \Gamma=\sum_j\Gamma_j .
$$

Multiply by $G$ on the left and $G^\dagger$ on the right. The left side becomes

$$
G(G^\dagger)^{-1}G^\dagger-GG^{-1}G^\dagger=G-G^\dagger .
$$

Multiplying instead by $G^\dagger$ on the left and $G$ on the right also gives $G-G^\dagger$. Defining $A=i(G-G^\dagger)$, we have

$$
A=G(\Gamma+2\eta)G^\dagger=G^\dagger(\Gamma+2\eta)G .
$$

In the continuum, away from bound states and with $\eta\to0$,

$$
\boxed{A=i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G.}
$$

Since $A$ is the channel block of $2\pi\delta(E-H_{\rm full})$, $A_{nn}/2\pi$ is the density of states on site $n$.

The term $2\eta$ describes a uniform loss at rate $2\eta/\hbar$ throughout the channel. A finite $\eta$ kept for numerical convenience must therefore stay in the identity. For the transistor below at 0.12 eV, with $\eta=0.010$ eV, omitting it makes an error of 65% relative to the largest element of $A$.

## 4. What each part means

Because $\Gamma$ is a sum, so is $A$:

$$
A=\sum_jA_j,\qquad A_j=G\Gamma_jG^\dagger .
$$

To find the meaning of $A_j$, send in a wave from lead $j$. Let $\psi$ be the channel amplitude and $\phi_l$ the amplitude in lead $l$. The lead equations $(E-H_l)\phi_l=\tau_l^\dagger\psi$ have the solutions

$$
\phi_j=\chi_k+g_j\tau_j^\dagger\psi,\qquad \phi_l=g_l\tau_l^\dagger\psi\quad(l\ne j).
$$

The retarded $g_l$ makes the response outgoing. The channel equation is $(E-H)\psi=\sum_l\tau_l\phi_l$, so

$$
(E-H-\Sigma)\psi=\tau_j\chi_k,\qquad \psi_k=G\tau_j\chi_k .
$$

Summing over incident states at energy $E$,

$$
2\pi\sum_k\delta(E-E_k)\psi_k\psi_k^\dagger
=G\tau_ja_j\tau_j^\dagger G^\dagger=G\Gamma_jG^\dagger=A_j .
$$

Thus $A_j$ is the spectral weight of states incident from contact $j$, including their reflected and transmitted parts. It is positive semidefinite, since $v^\dagger A_jv$ is a sum of squared moduli.

If each reservoir fills its own incident states and transients have died out, the one-particle density matrix per spin and valley is

$$
\rho=\int\frac{dE}{2\pi}\sum_jf_j(E)A_j(E).
$$

This assumes coherent motion in the channel and no bound states.

The order of the factors matters for one contact. Repeating the derivation with advanced functions gives $G^\dagger\Gamma_jG$. The responses $g_l^\dagger\tau_l^\dagger\psi$ are then incoming, and the outgoing wave is that of $\chi_k$ in lead $j$. This matrix therefore counts states that leave through contact $j$. The totals over contacts agree, but the individual terms need not. In a test with a random complex Hamiltonian and two contacts, the two matrices for contact 1 differed by up to 0.975 of the largest element of $G^\dagger\Gamma_1G$.

If $H$ and all $\Sigma_j$ are symmetric matrices, then $G^T=G$ and $\Gamma_j$ is real. In that case $G^\dagger\Gamma_jG=(G\Gamma_jG^\dagger)^*$, so the local densities agree even when the off-diagonal elements do not.

## 5. Current and reciprocity

For a state incident from contact 2, the amplitude in lead 1 is $\phi_1=g_1\tau_1^\dagger\psi$. The coupling to lead 1 changes the channel norm at the rate

$$
\frac{1}{i\hbar}\left(\psi^\dagger\tau_1\phi_1-\phi_1^\dagger\tau_1^\dagger\psi\right)
=\frac{1}{i\hbar}\psi^\dagger(\Sigma_1-\Sigma_1^\dagger)\psi
=-\frac{1}{\hbar}\psi^\dagger\Gamma_1\psi .
$$

The outflow is $\psi^\dagger\Gamma_1\psi/\hbar$. Summing over the states from contact 2 replaces $\psi\psi^\dagger$ by $A_2\,dE/2\pi$, and the flow per unit energy is $T_{12}/h$, with

$$
T_{12}={\rm Tr}(\Gamma_1A_2)={\rm Tr}(\Gamma_1G\Gamma_2G^\dagger).
$$

Now take ${\rm Tr}(\Gamma_1A)$ in both orders for two contacts:

$$
{\rm Tr}(\Gamma_1G\Gamma_1G^\dagger)+T_{12}
={\rm Tr}(\Gamma_1G^\dagger\Gamma_1G)+{\rm Tr}(\Gamma_1G^\dagger\Gamma_2G).
$$

By cyclic invariance the first terms on the two sides are equal, and the last term is ${\rm Tr}(\Gamma_2G\Gamma_1G^\dagger)=T_{21}$. Hence $T_{12}=T_{21}$, even without time-reversal symmetry.

With more contacts the same argument gives $\sum_{q\ne p}T_{pq}=\sum_{q\ne p}T_{qp}$, which does not force each pair to agree. In the random example both two-contact values are 0.99443. Adding a third contact gives $T_{12}=0.74708$ and $T_{21}=0.49647$.

For source S and drain D, the magnitude of the electric current is

$$
I=\frac{ge}{h}\int dE\,T(E)[f_S(E)-f_D(E)],
$$

where $g$ counts spin and valleys. Electrons flow from source to drain, and the conventional current runs the other way.

## 6. The effective-mass chain

On a grid of spacing $a$, the kinetic operator $-(\hbar^2/2m)d^2/dx^2$ becomes a chain with site energy $2t+U_n$, hopping $-t$ and $t=\hbar^2/(2ma^2)$.

Removing the end site of a uniform semi-infinite lead leaves the same lead. Its end-site Green function therefore obeys

$$
g_j=\frac{1}{E-2t-U_j-t^2g_j}.
$$

Set $\Sigma_j=t^2g_j=-tp_j$. Then $-p_j(E-2t-U_j+tp_j)=t$, or

$$
E-U_j=2t-t(p_j+p_j^{-1}).
$$

In the band $p_j=e^{ik_ja}$, which gives $E-U_j=2t(1-\cos k_ja)$. The root with $\Gamma_j\ge0$ is retarded:

$$
\Gamma_j=2t\sin k_ja=\sqrt{(E-U_j)(4t-E+U_j)}=\frac{\hbar v_j}{a}.
$$

The last equality uses $\hbar v_j=dE/dk_j=2ta\sin k_ja$. Outside the band $p_j$ is real with $|p_j|<1$, so $\Gamma_j=0$. The lead then shifts levels but injects no propagating wave.

For a wave of unit incident amplitude, the lead sum is $2\pi\int(a\,dk/2\pi)\,\delta(E-E_k)=1/\Gamma_j$, so $A_j=\psi\psi^\dagger/\Gamma_j$. In a uniform channel $|\psi_n|=1$. Each contact then supplies half the density of states per length, $1/(2\pi a\Gamma)=1/(2\pi\hbar v)$.

With a barrier, a drain wave reaches the source region with $|\psi|^2=Tv_D/v_S$, by conservation of flux. There its spectral weight is

$$
(A_D)_{nn}=\frac{T}{\Gamma_D}\frac{v_D}{v_S}=\frac{T}{\Gamma_S}.
$$

Equal filling produces no bond current in this chain: $G$ is symmetric, so $A=-2\,{\rm Im}\,G$ is real, while a bond current requires an imaginary off-diagonal element. The currents carried by $A_S$ and $A_D$ cancel.

## 7. Bound states: where the contact sum is incomplete

Outside all lead bands $\Gamma=0$ on the real axis, yet $A$ can contain a bound level. Let $\phi$ be normalized in the channel and satisfy $[H+\Sigma(E_b)]\phi=E_b\phi$, with $E_b$ nondegenerate. Expanding the inverse Green matrix near $E_b$,

$$
\phi^\dagger[z-H-\Sigma(z)]\phi\simeq\frac{z-E_b}{Z},\qquad
Z=\frac{1}{1-\phi^\dagger\Sigma'(E_b)\phi}.
$$

Thus $G\simeq Z\phi\phi^\dagger/(z-E_b)$. At small $\eta$, $\Gamma(E+i\eta)\simeq-2\eta\Sigma'$, and the full identity gives

$$
G(\Gamma+2\eta)G^\dagger\simeq
Z\frac{2\eta}{(E-E_b)^2+\eta^2}\phi\phi^\dagger
\longrightarrow2\pi Z\delta(E-E_b)\phi\phi^\dagger .
$$

The lead part of the state is $g_j\tau_j^\dagger\phi$. Since $g_j'=-g_j^2$, its total norm is $-\phi^\dagger\Sigma'\phi$. Therefore $Z$ is the fraction of the bound state inside the channel.

A small case can be solved by hand. Take a five-site channel with zero lead potential and a well of depth $0.8t$ on its second and third sites. Let the amplitude be 1 on both well sites and fall by a factor $\lambda$ per site outside. In units of $t$, the equations on a well site and in the tail are

$$
E_b=1.2-1-\lambda,\qquad E_b=2-\lambda-\lambda^{-1}.
$$

They give $\lambda=5/9$ and $E_b=-0.35556t$. The total norm is $2/(1-\lambda^2)=81/28$, so the weight on the second site is $28/81=0.34568$. The channel contains $(2+2\lambda^2+\lambda^4)(28/81)=0.93767$ of the state.

Integrating the contact contributions over the band gives 0.65432 on the second site. The bound state supplies the missing 0.34568. Its occupation is not fixed by the contacts' Fermi functions in this coherent model; it depends on preparation or on scattering. A level inside a lead band is missed in the same way if it does not couple to the leads, $\Gamma\phi=0$. An example is the odd combination of two identical side sites attached to the same chain site.

## 8. A nanowire transistor near threshold

Consider a silicon nanowire along $\langle100\rangle$, 3.0 nm square, with transport mass $0.20m_0$ and four valleys, so $g=8$ with spin. These are rough typical parameters. The temperature is 300 K, the drain bias $V$ is 0.40 V, and energies are measured from the source band bottom. The source and drain Fermi levels are 0.05 and −0.35 eV.

The potential is prescribed. With $s(y)=1/(1+e^{-y})$, $B=0.10$ eV and $x$ in nm,

$$
U(x)=B\,s\!\left(\frac{x-10}{1.0}\right)-(B+eV)\,s\!\left(\frac{x-20}{1.5}\right).
$$

The device is 34 nm long, with gate edges at 10 and 20 nm. The maximum is 0.0908 eV at 13.2 nm, about $1.6kT$ above the source Fermi level. A fully switched-on device would have a lower barrier and carry more current. A grid step of 0.20 nm gives $t=4.7625$ eV.

**Above the barrier.** At $E=0.12$ eV,

$$
\Gamma_S=\sqrt{0.12(19.05-0.12)}=1.507\ {\rm eV},\qquad
\Gamma_D=\sqrt{0.52(19.05-0.52)}=3.104\ {\rm eV},
$$

and $T=0.972$. In the source region at 2.0 nm, the drain-fed density of states should be $T/(2\pi a\Gamma_S)=0.513$ per eV nm, as found. The source-fed part there is 0.632; it differs from $1/(2\pi a\Gamma_S)=0.528$ because incident and reflected waves interfere. Together they make the total of 1.145.

**Below the source band.** At $E=-0.20$ eV, $\Gamma_S=0$ and $T=0$. The whole spectral function comes from the drain. Its local density of states is 0.975 per eV nm at 28.0 nm and $1.2\times10^{-7}$ at the barrier top, where the wave is evanescent.

**Density.** At the barrier top the source fills 0.0980 electrons per nm and the drain $2.3\times10^{-8}$. The two families have similar spectral weight at 0.12 eV, but very different occupation. At 28.0 nm the drain supplies 1.169 per nm and the source 0.0108.

**Current.** The result is $I=1.62$ µA, or 0.54 mA/µm when divided by the 3 nm width. Dividing by the 12 nm perimeter would give 0.13 mA/µm. The mean velocity at the top is $I/(en)=1.03\times10^7$ cm/s.

A step transmission at the barrier top $U_t$, with the drain term negligible, gives

$$
I_{\rm step}=\frac{ge}{h}kT\ln\left[1+e^{(\mu_S-U_t)/kT}\right]=1.50\ \mu{\rm A}.
$$

Energies below the top carry 23% of the calculated current, or 0.38 µA. Those above carry 1.24 µA, which is 0.26 µA less than the step model because of reflection. Tunnelling more than offsets reflection in this profile.

## 9. How far a real device departs from this model

The source density of 1.17 per nm over 9 nm² corresponds to $1.3\times10^{20}$ cm⁻³, a heavily doped contact. The current is very sensitive to the barrier height, which is prescribed here. Wire width affects it too: in a hard-wall estimate with masses 0.20 and $0.90m_0$, a channel 0.3 nm thinner than its contacts in both transverse directions has its lowest subband 60 meV higher for parabolic bands, and about 48 meV higher with a nonparabolicity of 0.5 per eV. The channel charge also matters. For a cylinder 3.0 nm in diameter, with 1.0 nm of oxide of dielectric constant $\kappa=4$, the potential drop across the oxide due to the channel charge shifts the energy by

$$
\delta U=\frac{2e^2n}{\kappa}\ln\left(1+\frac{2\times1.0}{3.0}\right)=36\ {\rm meV}
$$

in Gaussian units. The drop inside the silicon, left out here, adds to this. If the stated profile omitted the channel charge, adding the 36 meV shift would reduce $I_{\rm step}$ to about 27% of its value. That first pass overstates the change, since a higher barrier holds less charge. The profile here must be read as the final potential; a predictive calculation has to solve Poisson's equation with $\rho$.

Phonons also matter. Let forward and backward fluxes exchange over a mean free path $\ell_p$, so $dF_+/dx=-(F_+-F_-)/\ell_p$. If carriers cease to return after a distance $\ell$, then $F_-(\ell)=0$ and the transmitted fraction is $\ell_p/(\ell_p+\ell)$. To estimate $\ell_p$, write the density as $n=(F_++F_-)/v_T$, where $v_T=\sqrt{2kT/\pi m}$ is the mean thermal speed of carriers moving one way. Since $F_+-F_-$ is constant, $dn/dx=2(dF_+/dx)/v_T$, so $F_+-F_-=-(v_T\ell_p/2)\,dn/dx$ and the diffusion coefficient is $v_T\ell_p/2$. For nondegenerate carriers, a fair approximation at the barrier top, the Einstein relation sets this equal to the mobility times $kT/e$. A rough mobility of 200 cm²/Vs then gives $\ell_p=8.6$ nm. Taking $\ell=3.0$ nm, roughly where the potential has fallen by $kT$, gives a transmitted fraction $\mathcal T=0.74$, so about 1.2 µA remains if the barrier stays fixed. Returning carriers raise the density at the top to $(2-\mathcal T)F_+/v_T$. If the gate instead holds that density fixed, the current falls by the factor $\mathcal T/(2-\mathcal T)=0.59$, to about 0.95 µA.

Other subbands matter less at the barrier. The next subband would add 0.5% to the current and the heavy-mass valleys 0.1%, in a parabolic hard-wall estimate. A nonparabolicity of 0.5 per eV narrows their separations from the lowest subband to about 0.11 and 0.13 eV and raises these shares to about 1.7% and 0.4%. If confinement is left out, a nonparabolicity of 0.5 per eV lowers the velocity by 2% at kinetic energy $kT$ and by 26% for source electrons reaching the drain. Including the hard-wall confinement energy of about 0.26 eV raises these reductions to 11% and 30%. Temperature matters more: at 358 K, with potential and Fermi levels held fixed, the current rises by 45% to 2.35 µA.

The largest field is 0.83 MV/cm, but the drop from barrier top to drain is only 0.49 eV. With a rough gap of 1.1 eV, the channel valence edge stays 0.61 eV below the drain conduction edge. This closes the energy window for band-to-band tunnelling in this profile, and electrons starting near the barrier top lack the energy for impact ionization. A larger bias can remove both protections.

Phonon scattering can be included through a further self-energy. The algebra of Section 3 still holds with its broadening added to $\Gamma$, but that part of $A$ is not filled by a contact Fermi function. Its occupation must be found from the scattering process. The main input values are listed in the numerical output.

## Computed values

```
Mass, heavy mass: 0.20, 0.90 m0
Wire width, grid step: 3.0, 0.20 nm
Gate edges, total length: 10, 20, 34 nm
Edge smoothing lengths: 1.0, 1.5 nm
Barrier parameter, source Fermi level: 0.10, 0.05 eV
Drain bias: 0.40 V; temperature: 300 K
Spin-valley degeneracy: 8
Hopping t: 4.7625 eV; kT: 0.02585 eV
Barrier top: 0.0908 eV at x = 13.2 nm
E = 0.12 eV: Gamma1, Gamma2 = 1.5072, 3.1041 eV; T = 0.97209
 LDOS source, x=2.0 nm: total 1.145e+00, S 6.317e-01, D 5.133e-01 /(eV nm)
 LDOS top, x=13.2 nm: total 2.403e+00, S 1.194e+00, D 1.209e+00 /(eV nm)
 LDOS drain, x=28.0 nm: total 5.789e-01, S 2.497e-01, D 3.291e-01 /(eV nm)
E = -0.20 eV: Gamma1, Gamma2 = 0.0000, 1.9416 eV; T = -0.00000
 LDOS source, x=2.0 nm: total 3.663e-18, S -0.000e+00, D 3.663e-18 /(eV nm)
 LDOS top, x=13.2 nm: total 1.208e-07, S -0.000e+00, D 1.208e-07 /(eV nm)
 LDOS drain, x=28.0 nm: total 9.748e-01, S -0.000e+00, D 9.748e-01 /(eV nm)
Density source: S-filled 1.1712e+00, D-filled 5.3092e-09 /nm
Density top: S-filled 9.7970e-02, D-filled 2.2842e-08 /nm
Density drain: S-filled 1.0840e-02, D-filled 1.1687e+00 /nm
Current: 1.6196 uA = 0.5399 mA/um of width
Current below barrier top: 23.24 %
Injection velocity: 1.032e+07 cm/s
Identity residual, relative: 6.6e-15
Scattering-wave residual, relative: 1.9e-14
Long-lead Green residual, relative: 1.8e-09
Eta: 0.010 eV; error if 2 eta is omitted: 65.19 %
Closed-chain density residual: 7.9e-11
Time-evolution density residual: 2.1e-07 per site
Time-evolution current residual: 1.1e-07 t/hbar
Test well: bound energy -0.35556 t; weight inside 0.93767
Test well, second site: continuum 0.65432, bound 0.34568
Two contacts: T12, T21 = 0.99443, 0.99443
Three contacts: T12, T21 = 0.74708, 0.49647
Single-contact ordering difference: 0.975 relative
Current change on halving grid: 0.007 %
Current at 358 K, same potential: 2.3522 uA
Next subband: +0.1393 eV; extra current 0.530 %
Heavy-mass valleys: +0.1625 eV; extra current 0.097 %
Rough mobility: 200 cm2/Vs; mean free path: 8.60 nm
kT drop length: 3.00 nm; current retained with phonons: 74.1 %
Oxide: 1.0 nm, kappa 4.0; charge shift at top: 36.03 meV
Nonparabolicity: 0.50 /eV; velocity ratio top, drain: 0.981, 0.740
Largest channel field: 0.832 MV/cm
Rough gap: 1.1 eV; gap minus channel-drain drop: 0.609 eV
```
